# Five-frame phase formula and its second-order error in step miscalibration

## Symmetry before algebra

A two-beam interferometer records five frames while the reference phase advances in equal steps $\alpha$:

$$I_m=A+B\cos(\phi+m\alpha),\qquad m=-2,-1,0,1,2. \tag{1}$$

Here $\phi$ is the phase sought at one pixel, $A$ the mean signal and $B>0$ the fringe amplitude. All three are constant during the run. The nominal step is a quarter cycle. The actual one is

$$\alpha=\frac{\pi}{2}+\delta,\qquad |\delta|<\frac{\pi}{2},$$

with the same $\delta$ at every step. A fractional scale error $\varepsilon$ of the phase shifter gives $\delta=\varepsilon\pi/2$.

Since $A$ and $B$ carry the unit of the signal and $\phi$ has none, the phase should come from a ratio $N/D$ of linear combinations of frames. The coefficients in each combination must sum to zero, so that $A$ drops out. Two symmetries narrow the choice.

**Frame reversal.** Because the cosine is even, replacing $\phi$ by $-\phi$ turns $I_m$ into $I_{-m}$. A reading that changes sign with $\phi$ needs $N$ odd and $D$ even under this exchange.

**Reversal of the step error.** Replacing $\delta$ by $-\delta$ replaces $\alpha$ by $\pi-\alpha$, and

$$\cos[\phi+m(\pi-\alpha)]=(-1)^m\cos(\phi-m\alpha). \tag{2}$$

The frames are reversed, and the fringe part of the odd-numbered ones also changes sign. The difference $I_{-1}-I_1$ undergoes both changes and is therefore unaltered. A symmetric, zero-sum combination of $I_{-2},I_0,I_2$ is unaltered too. I therefore take

$$N=a(I_{-1}-I_1),\qquad D=b(2I_0-I_{-2}-I_2). \tag{3}$$

At $\delta=0$ these are $N=2aB\sin\phi$ and $D=4bB\cos\phi$. The ratio is $\tan\phi$ if $a=2b$, and $b=1$ sets the scale. The reading is

$$\phi_5=\operatorname{atan2}(N,D),\qquad \tan\phi_5=\frac{2(I_{-1}-I_1)}{2I_0-I_{-2}-I_2}. \tag{4}$$

This is the Schwider-Hariharan formula. The function atan2 uses the signs of both arguments to select the quadrant, so phases are defined modulo $2\pi$.

The error $E=\phi_5-\phi$ vanishes at $\delta=0$ and is even in $\delta$. It is also smooth there, because $N$ and $D$ do not vanish together. Its expansion therefore has no linear term. Adding $\pi$ to $\phi$ reverses the signs of both $N$ and $D$, so $E$ has period $\pi$ in $\phi$. With its oddness in $\phi$, this gives

$$E=\delta^2\sum_{n\ge1}c_n\sin 2n\phi+O(\delta^4). \tag{5}$$

The coefficients $c_n$ remain to be found, as does the size of the error when $\delta$ is not small.

## The simple case: four frames

At $\delta=0$, frames $-2$ to $1$ are

$$I_{-2}=A-B\cos\phi,\quad I_{-1}=A+B\sin\phi,\quad I_0=A+B\cos\phi,\quad I_1=A-B\sin\phi.$$

They suffice to find the phase:

$$\tan\phi_{\rm early}=\frac{I_{-1}-I_1}{I_0-I_{-2}}. \tag{6}$$

Frames $-1$ to $2$ do equally well, with $I_2$ in place of $I_{-2}$. I call this the late reading.

Now let $\delta$ differ from zero. The numerator follows from $\cos(x-y)-\cos(x+y)=2\sin x\sin y$:

$$I_{-1}-I_1=2B\sin\phi\sin\alpha=2B\sin\phi\cos\delta. \tag{7}$$

For the denominators, $2\alpha=\pi+2\delta$ gives $\cos(\phi\mp2\alpha)=-\cos(\phi\mp2\delta)$. Hence

$$I_0-I_{\mp2}=B[\cos\phi+\cos(\phi\mp2\delta)]
=2B\cos\delta\cos(\phi\mp\delta). \tag{8}$$

The upper sign belongs to the early reading. The positive factor $2B\cos\delta$ cancels:

$$\tan\phi_4=\frac{\sin\phi}{\cos(\phi\mp\delta)}. \tag{9}$$

To isolate the error $e=\phi_4-\phi$, I use the tangent of a difference:

$$\tan e=\frac{\sin\phi\,[\cos\phi-\cos(\phi\mp\delta)]}
{\cos\phi\cos(\phi\mp\delta)+\sin^2\phi}. \tag{10}$$

To second order, $\cos(\phi\mp\delta)=\cos\phi\pm\delta\sin\phi-\tfrac12\delta^2\cos\phi$. The numerator is then $\mp\delta\sin^2\phi+\tfrac12\delta^2\sin\phi\cos\phi$. The denominator is needed to first order only, $1\pm\delta\sin\phi\cos\phi$. Division gives

$$e=\mp\delta\sin^2\phi+\delta^2\left(\tfrac14\sin2\phi+\tfrac12\sin^2\phi\sin2\phi\right)+O(\delta^3). \tag{11}$$

As a limit, take $\phi=0$: the numerator of (9) vanishes and the error is zero. At $\phi=\pi/2$ the leading error is $\mp\delta$, the full error of one step. The linear term is allowed because the denominator of (6) contains only one of the two outer frames, which breaks the reversal symmetry.

## From four frames to five

The two linear errors in (11) are opposite. One could average the two angles, but this would leave the whole second-order bracket. Adding the numerators and adding the denominators before taking the angle gives

$$N=2(I_{-1}-I_1),\qquad D=(I_0-I_{-2})+(I_0-I_2),$$

which is formula (4) again. From (7) and (8),

$$N=4B\sin\phi\cos\delta, \tag{12}$$

$$D=2B\cos\delta[\cos(\phi-\delta)+\cos(\phi+\delta)]
=4B\cos\phi\cos^2\delta. \tag{13}$$

Therefore

$$\tan\phi_5=\frac{\tan\phi}{\cos\delta}=\frac{\tan\phi}{\sin\alpha}. \tag{14}$$

The step enters only through $\sin\alpha$, whose slope $\cos\alpha$ is zero at $\alpha=\pi/2$. A small step error thus changes the ratio only in second order. This is the algebraic counterpart of symmetry (2).

Since $\cos\delta>0$, $N$ has the sign of $\sin\phi$ and $D$ that of $\cos\phi$, so the quadrant is correct. At $\phi=0$ and $\phi=\pi/2$ the reading has no error for any allowed $\delta$. As $|\delta|\to\pi/2$ the step approaches zero or half a cycle. Both $N$ and $D$ then vanish, and the phase cannot be recovered.

## The error without expansion

The angle of the complex number $D+iN$ is $\phi_5$. Writing the cosine and sine as exponentials,

$$\begin{aligned}
D+iN&=4B\cos\delta\,(\cos\delta\cos\phi+i\sin\phi)\\
&=2B\cos\delta\,[(1+\cos\delta)e^{i\phi}-(1-\cos\delta)e^{-i\phi}]\\
&=2B\cos\delta(1+\cos\delta)e^{i\phi}\,[1-qe^{-2i\phi}],
\end{aligned} \tag{15}$$

where

$$q=\frac{1-\cos\delta}{1+\cos\delta}=\tan^2\frac{\delta}{2}<1. \tag{16}$$

The prefactor is positive and has no effect on the angle. Thus

$$E=\arg(1-qe^{-2i\phi}). \tag{17}$$

The bracket lies on a circle of radius $q$ about 1, and the error is its angle seen from the origin. Frames simulated from (1) over a full cycle of $\phi$, with $\delta=-1.2,-0.3,0.05,0.6$ and $1.2$ rad, agreed with (17) to better than $10^{-11}$ rad.

Because $q<1$, the logarithm can be expanded as $\ln(1-z)=-\sum z^n/n$ with $z=qe^{-2i\phi}$. Its imaginary part is the angle:

$$E=\sum_{n=1}^{\infty}\frac{q^n}{n}\sin2n\phi. \tag{18}$$

The terms after the first are bounded uniformly in $\phi$:

$$|E-q\sin2\phi|\le\sum_{n=2}^{\infty}\frac{q^n}{n}
\le\frac12\sum_{n=2}^{\infty}q^n=\frac{q^2}{2(1-q)}. \tag{19}$$

From $\tan x=x+x^3/3+\cdots$ with $x=\delta/2$, one has $q=\delta^2/4+\delta^4/24+\cdots$. Hence

$$\boxed{\phi_5-\phi=\frac{\delta^2}{4}\sin2\phi+O(\delta^4)} \tag{20}$$

uniformly in $\phi$, which proves the second-order claim. In (5), $c_1=1/4$ and the other coefficients vanish.

For the largest error, write (17) as

$$\tan E=\frac{q\sin2\phi}{1-q\cos2\phi}.$$

The derivative of the right side with respect to $2\phi$ has the numerator $q(\cos2\phi-q)$. The extremum is at $\cos2\phi=q$, where $\sin2\phi=\pm\sqrt{1-q^2}$ and $\tan E=\pm q/\sqrt{1-q^2}$. Therefore

$$|E|_{\max}=\arcsin q. \tag{21}$$

For small $\delta$ this tends to $\delta^2/4$, in agreement with (20). Raising the scale error from 1 % to 2 % raises the largest five-frame error from 0.0617 to 0.2468 mrad, a factor of four. The largest early four-frame error goes from 15.7 to 31.4 mrad, a factor of two.

## Two phases and a depth

A step height needs the difference of two phases, $\phi$ and $\phi+\Delta$. Any error common to both cancels. From (20), the leading error of the difference is

$$\frac{\delta^2}{4}[\sin(2\phi+2\Delta)-\sin2\phi]
=\frac{\delta^2}{2}\sin\Delta\cos(2\phi+\Delta). \tag{22}$$

For the early four frames, the linear term of (11) gives

$$-\delta[\sin^2(\phi+\Delta)-\sin^2\phi]
=-\delta\sin\Delta\sin(2\phi+\Delta). \tag{23}$$

Both vanish at $\Delta=0$, as they must for equal levels. They also vanish at $\Delta=\pi$, because the errors have period $\pi$.

Consider a wide trench of depth $h=100$ nm in a fused-silica plate, measured in a Twyman-Green interferometer at $\lambda=633$ nm. Both levels are bare silica, so their reflection phases cancel. The back face is taken to be wedged, so that its reflection leaves the beam. At normal incidence, light travels straight to the trench floor and back, so

$$\Delta=\frac{4\pi h}{\lambda}=1.985\ \text{rad},\qquad \frac{\lambda}{4\pi}=50.37\ \text{nm/rad}. \tag{24}$$

The depth is assumed known beforehand to be less than $\lambda/4=158$ nm. Then $\Delta<\pi$, and the wrapped phase difference gives the depth without ambiguity. Without that knowledge, a trench deeper by $\lambda/2$ would give the same reading.

The reference mirror moves towards the beam splitter. This shortens the reference path and increases the relative phase. A quarter cycle requires a motion of $\lambda/8=79.1$ nm. I let the mirror move 5 % too far, 83.1 nm, so $\delta=0.0785$ rad. The signal has $A=100$ units and $B=90$ units, a visibility $B/A$ of 0.9. Bare silica reflects only about 3.5 %, so this requires a weakly reflecting or attenuated reference. An unattenuated mirror reflecting 90 % would give a visibility of only about 0.38.

For a top-surface phase of 0.20000 rad, the frames in order are 10.083, 110.905, 188.206, 75.254 and 15.677 units. Then

$$N=2(110.905-75.254)=71.30,$$

$$D=2(188.206)-10.083-15.677=350.65,$$

and $\phi_5=0.20060$ rad. At the trench floor, $N=293.25$ and $D=-206.26$ units. The signs put the angle in the second quadrant, at 2.18376 rad; the true value is 2.18521 rad. The depth is

$$h_5=50.37\,(2.18376-0.20060)\ \text{nm}=99.9\ \text{nm}.$$

Its error is $-0.104$ nm relative to the true depth, and (22) predicts $-0.103$ nm.

The early and late four-frame errors are $-2.692$ and $+2.285$ nm. Half their difference is 2.49 nm in size, the linear effect in (23). Their mean, $-0.20$ nm, is the even part of the error. The second-order bracket in (11), evaluated at the two levels, also gives $-0.20$ nm. For this pixel, averaging the two angles would therefore leave about twice the five-frame error.

Another starting phase gives another error. With depth and step error fixed, the worst case over all starting phases is 0.142 nm for five frames and 3.68 nm for the early four.

## Where second order is lost

The proof assumed equal steps and a purely sinusoidal signal. Relaxing either assumption can bring back a linear error. Unequal steps do not always do so. If frames $\pm1$ and $\pm2$ carry extra shifts $\pm\epsilon_1$ and $\pm\epsilon_2$, antisymmetric about the central frame, then $N=4B\sin\phi\cos\epsilon_1$ and $D=2B\cos\phi\,(1+\cos\epsilon_2)$, and the error stays second order.

**A curved scan.** Set $\delta=0$ and add a phase $\kappa(m/2)^2$ to frame $m$. The outer frames are displaced by $\kappa$ and the inner pair by $\kappa/4$, so

$$N=4B\sin(\phi+\kappa/4)\simeq4B(\sin\phi+\tfrac{\kappa}{4}\cos\phi),$$

$$D=2B[\cos\phi+\cos(\phi+\kappa)]\simeq4B(\cos\phi-\tfrac{\kappa}{2}\sin\phi).$$

For small changes $dN$ and $dD$, the angle changes by $(\cos\phi\,dN-\sin\phi\,dD)/(4B)$. This gives

$$E_\kappa=\frac{\kappa}{4}\cos^2\phi+\frac{\kappa}{2}\sin^2\phi
=\frac{\kappa}{8}(3-\cos2\phi). \tag{25}$$

The error is first order in $\kappa$. The added phase is the same for $m$ and $-m$, whereas frame reversal requires shifts of opposite sign. The constant part cancels in a depth, but the part varying with $\phi$ generally does not.

**A non-sinusoidal fringe.** In a Fizeau cavity, light is reflected repeatedly between two surfaces. For equal reflectances $R$ and no absorption, the reflected fraction is

$$\frac{2R(1+\cos\theta)}{1+R^2+2R\cos\theta}
=1-\frac{(1-R)^2}{1+R^2+2R\cos\theta},$$

where $\theta=\phi+m\alpha$ includes the constant reflection phase. The geometric series

$$\frac{1-R^2}{1+R^2+2R\cos\theta}=1+2\sum_{n\ge1}(-R)^n\cos n\theta$$

shows that the second harmonic is $-R$ times the first. It adds to the numerator

$$-2BR[\cos(2\phi-2\alpha)-\cos(2\phi+2\alpha)]
=-4BR\sin2\phi\sin2\alpha\simeq8BR\delta\sin2\phi,$$

because $\sin2\alpha=-\sin2\delta$. Its contribution to $D$ is proportional to $1-\cos4\delta$ and has no linear term. To leading order in $R$, the part of the error linear in $\delta$ is

$$E_R=2R\delta\sin2\phi\cos\phi. \tag{26}$$

It vanishes as $R\to0$, where the two-beam signal returns. The second harmonic lacks the factor $(-1)^m$ in (2), so reversing $\delta$ no longer leaves $N$ unchanged.

## The silica measurement beside a real one

The wavelength is roughly that of a red helium-neon laser. The silica index of 1.46 is also a rough value and gives a reflectance of 3.5 % per surface. The 5 % scale error is a deliberately large test value, not a typical specification. A real piezoelectric scan need not be straight, and real mirrors vibrate. For this trench, a curvature that displaces both scan ends by 1 % of the scan travel, $\kappa=0.066$ rad or 3.3 nm, changes the five-frame depth by up to 0.75 nm. Independent mirror displacements of 1 nm rms in each frame give 0.86 nm rms at the worst starting phase. Both exceed the 0.142 nm caused by the uniform step error.

Other assumed disturbances have effects ranging from about 0.02 to 0.85 nm. A stray coherent beam with 1 % of the test-beam amplitude, and with the same phase at both levels, changes the depth by up to 0.85 nm. Detector noise of 1 % of the mean signal gives 0.54 nm rms for one pixel on each level at the worst starting phase; this figure is inversely proportional to the visibility. A linear power drift of 1 % over the run gives up to 0.24 nm at visibility 0.9, and 0.56 nm at visibility 0.38. A 1 % detector nonlinearity at peak signal adds up to 0.02 nm, and neglecting the index of air adds 0.03 nm. With the step 5 % too long, as here, replacing the Twyman-Green arrangement by an uncoated Fizeau cavity changes the reading by up to 0.33 nm. That figure includes all multiple reflections, not just (26). Most of it comes from the step error acting on the harmonics: it is 0.09 nm for a correct step and 0.39 nm for a step 5 % too short. Diffraction at the trench edges is not included in these estimates, nor is oblique incidence. Illumination filling a numerical aperture of 0.1 uniformly would lower the reading by about 0.25 nm.

For these inputs, the uniform step error alone costs the five-frame depth at most 0.142 nm, less than curvature, vibration, stray light or detector noise each does at the assumed level. In this two-beam arrangement and at these levels, reducing curvature, vibration and stray light therefore offers more than finer calibration of the mean step. The noise figure is for single pixels and falls to 0.142 nm when about 15 pixels of equal phase are averaged on each level. The ranking also changes in the Fizeau cavity, where a correct step lowers the worst total error from 0.47 to 0.09 nm, and at a scale error near 12 %, where the step error reaches 0.83 nm. With four frames, the same 5 % error costs up to 3.68 nm, more than any of the effects listed above for the five-frame reading. The numerical output lists the inputs and main results of the trench example.

## Computed values

```
Order of largest error in delta, five frames: 2.0000
Order of largest error in delta, four frames: 1.0000
Order of remainder after delta^2 term: 4.0027
Largest phase error (mrad) against step scale error:
     1 %: five frames 0.0617, four frames 15.708
     2 %: five frames 0.2468, four frames 31.418
     5 %: five frames 1.5437, four frames 78.570
    10 %: five frames 6.1940, four frames 157.323
Wavelength: 633 nm; true depth: 100 nm
Depth per radian: 50.373 nm
Nominal mirror step: 79.125 nm
Actual mirror step: 83.081 nm
Step error delta: 0.07854 rad; q: 1.543713e-03
Phase between levels: 1.98521 rad
Mean signal: 100 units; visibility: 0.90
Frames, top (units): 10.083 110.905 188.206 75.254 15.677
  N = 71.300, D = 350.652 units
  true phase 0.20000, five-frame phase 0.20060 rad
  four-frame phases: early 0.19753, late 0.20377 rad
Frames, bottom (units): 139.740 177.384 48.117 30.757 162.748
  N = 293.254, D = -206.255 units
  true phase 2.18521, five-frame phase 2.18376 rad
  four-frame phases: early 2.12930, late 2.23434 rad
Depth, five frames: 99.896 nm; error -0.104 nm
Depth, early four: 97.308 nm; error -2.692 nm
Depth, late four: 102.285 nm; error +2.285 nm
Leading-law error, five frames: -0.103 nm
Leading-law error, early four: -2.485 nm
Worst depth error, five frames: 0.142 nm
Worst depth error, early four: 3.680 nm
Neglected effects, worst change of five-frame depth:
  scan sag 1 % of travel (0.0660 rad): 0.747 nm
  vibration 1 nm rms: 0.857 nm rms
  detector noise 1 % of mean, one pixel: 0.541 nm rms
  detector nonlinearity 1 % at peak signal: 0.017 nm
  power drift 1 % over run: 0.236 nm
  stray beam, 1 % of test amplitude: 0.847 nm
  air index 1.00027: 0.027 nm
Silica index 1.46; surface reflectance 0.03497
Uncoated Fizeau cavity instead: 0.332 nm
```
